A T-cell ladder for contact resistance and its one-eighth error law

**One cell, then two**

Current flows along a thin doped semiconductor layer and arrives under a metal contact, where it leaks upward into the metal. Take a piece of contact 50 nm long and 1 µm wide. Let the layer have sheet resistance Rs = 100 Ω per square and the interface a specific contact resistivity ρc = 10⁻⁸ Ω cm² = 1 Ω µm². The layer under this piece has resistance

r = Rs h/W = 100 × 0.05/1 = 5 Ω,

and the interface above it has resistance

1/g = ρc/(W h) = 1/(1 × 0.05) = 20 Ω.

The simplest symmetric circuit puts the whole interface resistance at the middle of the piece. Current crosses half of the layer, 2.5 Ω, and meets a 20 Ω shunt to the metal; another 2.5 Ω leads onward. This is a T cell. If the contact ends here, the last 2.5 Ω carries no current, and the resistance is

R₁ = 2.5 + 20 = 22.5 Ω.

Now put a second, equal cell in front. Its shunt lies in parallel with 2.5 + 22.5 = 25 Ω:

R₂ = 2.5 + 20 × 25/(20 + 25) = 13.61 Ω.

The same step gives 11.42 Ω for three cells, 10.71 Ω for four, 10.315 Ω for eight and 10.308 Ω for sixteen. Added length soon stops mattering, because little current reaches it.

For a contact without end, one more cell changes nothing. Its resistance Z therefore satisfies

Z = r/2 + 1/[g + 1/(r/2 + Z)].

Subtract r/2 and multiply by the denominator, using 1/[g + 1/(r/2 + Z)] = (Z + r/2)/[g(Z + r/2) + 1]:

(Z − r/2)[g(Z + r/2) + 1] = Z + r/2
g(Z² − r²/4) + Z − r/2 = Z + r/2
Z² = r/g + r²/4.

Here Z² = 5 × 20 + 25/4 = 106.25 Ω², so Z = 10.308 Ω. The term r/g does not depend on the cell length; r²/4 does. It is the whole discretization error, as the continuous contact shows.

**The continuous contact**

Let y be the distance under the contact, V(y) the layer's potential relative to the metal, and I(y) the current still in the layer. The metal is an equipotential, the interface is ohmic, and V is uniform through the layer's thickness. Then

dV/dy = −Rs I/W,  dI/dy = −W V/ρc.

Differentiating the first equation and inserting the second gives

d²V/dy² = V/LT²,  LT = √(ρc/Rs).

LT is the transfer length, here √(1/100) µm = 100 nm. At the far end y = L no current remains, so dV/dy = 0 and V is proportional to cosh[(L − y)/LT]. The first equation gives the entering current,

I(0) = (W/Rs)(1/LT) V(0) tanh(L/LT),

so the resistance is

V(0)/I(0) = Z0 coth(L/LT),  Z0 = Rs LT/W.

For L ≫ LT it tends to Z0, here 10 Ω. At L = 500 nm the excess over Z0 is 0.009 %.

**The one-eighth law**

Define x = h/LT. The cell quantities become

r = Rs h/W = x Z0,
r/g = (Rs h/W)(ρc/(W h)) = Rs ρc/W² = Z0²,
r g = (Rs h/W)(W h/ρc) = h²/LT² = x².

The fixed-point equation is then Z² = Z0²(1 + x²/4), or

Z = Z0 √(1 + x²/4).

With √(1 + u) = 1 + u/2 − u²/8 + … and u = x²/4,

(Z − Z0)/Z0 = x²/8 − x⁴/128 + …

The leading relative error is one eighth of the squared ratio of cell length to transfer length. It is positive, and it is relative to the continuous one-dimensional model. For the 50 nm cell x = 0.5: the error is 3.08 %, against 3.13 % from x²/8. Halving the cell to 25 nm gives 0.778 %, about a quarter. At h = LT the error is 11.8 % and the leading term says 12.5 %; the x⁴ term, −0.78 %, corrects this to 11.7 %, slightly too far.

**Currents and finite ladders**

Let I₀, I₁, …, I_N be the currents at the cell boundaries and U_n the potential at the middle of cell n. Kirchhoff's and Ohm's laws give

I_(n−1) − I_n = g U_n,  U_n − U_(n+1) = r I_n.

Subtract the first relation for cell n+1 from that for cell n, and use the second:

I_(n−1) − 2I_n + I_(n+1) = g(U_n − U_(n+1)) = r g I_n = x² I_n.

The trial I_n ∝ e^(±nθ) requires 2 cosh θ − 2 = x². Since cosh θ − 1 = 2 sinh²(θ/2),

sinh(θ/2) = x/2,  θ = x − x³/24 + …

An open end means I_N = 0, so I_n = I₀ sinh[(N − n)θ]/sinh(Nθ). The input voltage is r I₀/2 + U₁, with U₁ = (I₀ − I₁)/g. Expanding sinh[(N − 1)θ] gives

R_N = r/2 + (1/g)[1 − cosh θ + sinh θ coth(Nθ)].

Because 1 − cosh θ = −x²/2 = −r g/2, the first two contributions cancel r/2. What remains has the prefactor

sinh θ/g = 2 sinh(θ/2) cosh(θ/2)/g = (x/g)√(1 + x²/4) = Z,

since x/g = √(r g)/g = √(r/g) = Z0. Hence

R_N = Z coth(Nθ),

which falls to Z as N grows and so confirms the fixed point.

In a long ladder the first cell takes the fraction 1 − e^(−θ) of the current. For x = 0.5, θ = 0.4949 and the fraction is 39.0 %; the continuous contact gives 39.3 % over the same 50 nm. The ladder's current reaches slightly too far, because θ < x.

Two different errors are now separate. Stopping after N cells raises the resistance above Z by the relative amount

coth(Nθ) − 1 = 2/(e^(2Nθ) − 1).

To keep this below δ, take N ≥ ln(1 + 2/δ)/(2θ). For δ = 10⁻⁴ and x = 0.5 this means 11 cells. More cells of the same length do not remove the other error, x²/8.

**A contact of finite length**

Let the real contact have length L = Nh and put ℓ = L/LT = Nx. Then Nθ = ℓ − ℓx²/24 + …. The derivative of coth is −1/sinh², so

coth(Nθ) = coth ℓ + (ℓx²/24)/sinh²ℓ + …

Dividing by coth ℓ turns the correction into (ℓx²/24)/(sinh ℓ cosh ℓ) = ℓx²/(12 sinh 2ℓ). Adding the error of Z gives

relative error = x²[1/8 + ℓ/(12 sinh 2ℓ)] + …

For a long contact the bracket tends to 1/8. For a short one sinh 2ℓ ≈ 2ℓ, and it tends to 1/8 + 1/24 = 1/6. Ladders of 200 cells gave 0.1664, 0.1480 and 0.1262 for ℓ = 0.1, 1 and 3. The one-eighth law thus belongs to contacts several transfer lengths long.

**What symmetry buys**

Put the whole of r before the shunt. The endless ladder obeys R = r + 1/(g + 1/R). Multiplying out,

(R − r)(gR + 1) = R, so R² − rR − r/g = 0,
R = r/2 + √(r²/4 + r/g) = Z0[x/2 + √(1 + x²/4)].

The error is now first order, +x/2. With the shunt first, R = 1/[g + 1/(r + R)] leads to R² + rR − r/g = 0, and the linear error is −x/2. The T cell splits r evenly and removes this term.

The other symmetric choice, the Π cell, splits the shunt: g/2, then r, then g/2. Its input conductance Y obeys

Y = g/2 + 1/[r + 1/(g/2 + Y)],

which is the T equation with r and g exchanged. So Y² = g/r + g²/4, and

1/Y = Z0/√(1 + x²/4),

with leading error −x²/8. The T and Π ladders enclose Z0 from above and below.

**Why the T ladder errs upward**

For unit input current the resistance equals the dissipated power,

P[I] = ∫ [(Rs/W) I² + (ρc/W)(dI/dy)²] dy.

Change the true current by a function D that vanishes at both ends. The cross term is 2∫[(Rs/W) I D + (ρc/W) I′D′] dy. Integrating its second part by parts turns it into 2∫[(Rs/W) I − (ρc/W) I″] D dy, which is zero because the true current obeys I″ = I/LT². Hence P rises by P[D] ≥ 0, and any trial current with the correct values at both ends gives an upper bound.

Let the trial current run linearly from a to b in each cell. The cell dissipates

r(a² + ab + b²)/3 + (a − b)²/g.

A T cell with the same boundary currents dissipates r(a² + b²)/2 + (a − b)²/g, which is more by

r(3a² + 3b² − 2a² − 2ab − 2b²)/6 = r(a − b)²/6.

So the T ladder lies above the best linear trial, which lies above the continuous contact, for every cell length.

The two steps can be weighed. The linear trial equals a T cell whose shunt resistance is 1/g − r/6, positive for x² < 6. Its endless ladder has

Z² = r(1/g − r/6) + r²/4 = r/g + r²/12 = Z0²(1 + x²/12),

with leading error x²/24. Of the total 1/8, therefore, 1/24 comes from forcing the current to be linear in each cell, and 1/12 from lumping the interface at a point.

**The method in general**

1. Choose a tolerance ε for the cell length. For a long contact take h = LT√(8ε). The error is then √(1 + 2ε) − 1, which is below ε because (1 + ε)² > 1 + 2ε. For a finite contact the bracket above exceeds 1/8, and with ε = 1 % this choice can miss the tolerance up to about three transfer lengths. Replacing 8 by 6 is safe at leading order for every length, because sinh 2ℓ ≥ 2ℓ keeps the bracket at or below 1/6.
2. Take N = L/h, rounded up, and readjust h = L/N. For an endless contact use the truncation rule.
3. Compute r = Rs h/W and g = W h/ρc, and start with R infinite.
4. Repeat N times: R ← r/2 + 1/[g + 1/(r/2 + R)].

The work grows in proportion to N. For ε = 1 % the example needs h = 28.3 nm, and the error is 0.995 %. With uniform parameters the closed formula makes the ladder unnecessary. The same recursion accepts r and g that vary from cell to cell, but the error law above was derived for equal cells.

**Beside a real contact**

The parameters are rough typical values for a nickel-silicide contact on heavily doped n-type silicon, with a layer t = 50 nm thick. How do the neglected effects compare with a 1 % discretization error?

*Thickness.* Measure lengths in t and potential in units of Rs I t/W, with z running from the insulating bottom to the top. Under the contact the modes are e^(−u_k y) cos(u_k z), and the interface condition gives u_k tan u_k = b, where b = (t/LT)² = 0.25. Before the contact,

φ = a₀ − y + Σ a_n e^(nπy) cos(nπz), n ≥ 1,

where a₀ is the contact resistance in units of Rs t/W. Let c_k be the mode amplitudes under the contact. Projecting on cos(nπz) uses

∫₀¹ cos(nπz) cos(u_k z) dz = (−1)ⁿ u_k sin u_k/(u_k² − n²π²).

For n ≥ 1, continuity of potential and of current give two expressions for a_n. Eliminating a_n, with d_k = c_k u_k sin u_k, leaves Σ d_k/(u_k − nπ) = 0. The n = 0 projections give Σ d_k/u_k = 1 and a₀ = Σ d_k/u_k². So the function f(s) = Σ d_k/(u_k − s) has poles u_k, zeros nπ, f(0) = 1 and f′(0) = a₀. With K + 1 modes under the contact and K zeros these facts fix it:

f(s) = Π(1 − s/nπ)/Π(1 − s/u_k).

Its logarithmic derivative at s = 0, for K → ∞, is

a₀ = 1/u₀ + Σ (1/u_n − 1/nπ), n ≥ 1.

Here u₀ = 0.4801 and the resistance is 10.37 Ω, 3.7 % above Z0. A two-dimensional numerical solution with 32 layers of cells through the thickness also gives 10.37 Ω.

*Silicide resistance.* Let the silicide have Rm = 7.5 Ω per square, and let the current leave it at the far end of a 500 nm contact. Write S = Rs + Rm, γ = √(S/ρc), and Δ for the layer's potential minus the silicide's. Then Δ″ = γ²Δ, with Δ′ = −Rs I/W at the entrance and +Rm I/W at the far end, where I is the total current:

Δ = I[Rs cosh γ(L − y) + Rm cosh γy]/(Wγ sinh γL).

The layer current is (Rm I − WΔ′)/S. Integrating its voltage drop and adding Δ(L) gives the total voltage

Rs Rm I L/(W S) + [Rs Δ(0) + Rm Δ(L)]/S.

The result is 12.5 Ω, 25 % above the equipotential value. The first term alone is 100 × 7.5 × 0.5/107.5 = 3.5 Ω. The other terms give 9.0 Ω, so the net increase over the equipotential contact is 2.5 Ω. This increase is the cost of that particular current path; metal of low resistance covering the silicide would restore the equipotential assumption.

*Tunnelling, temperature and bias.* Electrons tunnel through a depletion barrier that is parabolic in position. With band bending B, electron energy E = eB above the bulk band edge, doping N_d, tunnelling mass m and permittivity κ, the WKB transmission is exp(−A), where

A = (B/E₀₀){√(1 − e) − e ln[(1 + √(1 − e))/√e]},
E₀₀ = (qħ/2)√(N_d/(mκ)).

This is weighted with the difference of the thermal electron supplies on the two sides and integrated over E. For a doping of 1.5 × 10²⁰ cm⁻³ and a barrier of 0.65 eV, both rough, the estimate is ρc ≈ 4 × 10⁻⁸ Ω cm², four times the adopted value. Since Z0 ∝ √ρc, that would double Z0. But the estimate uses averaged masses and omits image-force lowering, and both simplifications raise it. For a (100) silicon surface, taking the masses by direction roughly halves ρc, and image-force lowering roughly halves it again, which brings it near the adopted value. The bare exponential also leaves out a prefactor, which for a barrier this thin and abrupt can change ρc by another factor of about two. The parabolic shape errs the other way: in a layer this degenerate the electrons do not vanish abruptly at a depletion edge, and a barrier that solves Poisson's equation with Fermi–Dirac statistics at 300 K raises the estimate by about 60 %. A decay constant that falls toward midgap lowers it again, by a factor of about 1.5 to 2.3 in a simple two-band form. Coming near the adopted value therefore does not confirm it. The spread shows how strongly this input depends on the barrier and on the treatment of tunnelling.

With the Fermi energy and the barrier height held fixed, the estimated ρc falls by 18 % from 300 to 400 K, which lowers Z0 by 9 %. Two neglected effects act in opposite directions. The Fermi energy sinks toward the band edge as the layer warms, which weakens the fall; the silicon gap narrows, and if this lowers the barrier, it strengthens the fall. In this model the sinking Fermi energy alone reduces the fall to 14 %; if the barrier also follows half of the gap narrowing, the fall becomes about 23 %. The figure depends on the barrier model too: with masses by direction, image-force lowering, the sinking Fermi energy and the self-consistent barrier, at fixed barrier height, it is only about 8.5 %. A rough 10 % rise of Rs would raise Z0 by 5 %. At 0.5 mA the front of the contact stands at 5 mV. A forward bias of this size raises the estimated ρc by 0.6 %, or by about 1 % with the self-consistent barrier. Current from an n-type layer into the metal is the reverse direction, for which the change has the opposite sign and, to leading order, the same size. The ohmic assumption therefore holds well there.

For these parameters, cells much shorter than 28 nm refine a number whose physical uncertainty lies elsewhere: first in ρc, then in the path of the current through the silicide. The numerical output lists the values behind these comparisons, except for the refinements of the tunnelling estimate: directional masses, image-force lowering, the prefactor, the self-consistent barrier, the two-band decay constant, and the shifts of Fermi energy and gap with temperature.

Table of computed values

```
Rs = 100.0 ohm/sq; rho_c = 1.0e-08 ohm cm2
W = 1.0 um; sheet thickness = 50 nm
LT = 100.0 nm; continuum Z0 = 10.0000 ohm
cell h = 50 nm: half series = 2.50 ohm
same cell: shunt = 20.00 ohm; x = 0.50
T ladder, 1 cells: R = 22.50000 ohm
T ladder, 2 cells: R = 13.61111 ohm
T ladder, 3 cells: R = 11.42308 ohm
T ladder, 4 cells: R = 10.70862 ohm
T ladder, 8 cells: R = 10.31527 ohm
T ladder, 16 cells: R = 10.30777 ohm
semi-infinite limit: Z = 10.30776 ohm
theta = 0.49493; first-cell current = 39.04 %
continuum current in same length = 39.35 %
cells for truncation excess below 1e-04: 11
h = 100.0 nm: R = 11.18034 ohm, error = 11.8034 %, x^2/8 = 12.5000 %
h = 50.0 nm: R = 10.30776 ohm, error = 3.0776 %, x^2/8 = 3.1250 %
h = 25.0 nm: R = 10.07782 ohm, error = 0.7782 %, x^2/8 = 0.7812 %
h = 12.5 nm: R = 10.01951 ohm, error = 0.1951 %, x^2/8 = 0.1953 %
T coefficient at x=0.05: 0.124980
Pi coefficient at x=0.05: -0.124941
linear-current coefficient at x=0.05: 0.041664
x^4 coefficient at x=0.1: -0.007803
L-cell error/x, series first, x=0.02: 0.5025
L-cell error/x, shunt first, x=0.02: -0.4975
finite contact L/LT = 0.1: coefficient = 0.16639
finite contact L/LT = 1.0: coefficient = 0.14798
finite contact L/LT = 3.0: coefficient = 0.12624
1 % rule: h = 28.28 nm, error = 0.9950 %
thickness: b = 0.250, u0 = 0.48009
with thickness: R = 10.3682 ohm, change = 3.68 %
finite-volume check: R = 10.3691 ohm
silicide Rm = 7.5 ohm/sq, L = 500 nm
far-end tap: R = 12.5265 ohm, change = 25.25 %
finite-length excess at this L: 0.0091 %
doping = 1.5e+20 cm-3; mobility = 83.2 cm2/Vs
barrier = 0.65 eV; Fermi energy = 0.0945 eV
masses/me: tunnel 0.30, DOS 0.33; valleys 6
E00 = 0.1214 eV; kT at 300 K = 0.0259 eV
depletion width = 2.53 nm
WKB rho_c at 300 K = 3.93e-08 ohm cm2
WKB rho_c change, 300 to 400 K = -17.82 %
resulting Z0 change = -9.35 %
rough Rs rise 10 %: Z0 change = 4.88 %
drive = 0.50 mA; front voltage = 5.00 mV
WKB rho_c change at that voltage = 0.57 %
```
